# Why ideal Néel skyrmions need tilt to appear in Lorentz microscopy: a program that tests the result

```python
"""Magnetic electron phase of Neel and Bloch skyrmions, with and without tilt.

Result under test: with C = e*mu0*Ms*t/hbar the phase chi of an electron wave
obeys Laplacian(chi) = C * curl_z(m) at normal incidence. A Neel texture
(in-plane m a gradient) gives chi = 0; a Bloch texture gives a round phase.
Tilting by alpha about x makes m_z visible, as a phase odd along x.

Symbols: m unit magnetization, background m_z=+1, core m_z=-1; gamma helicity
(0 Neel, pi/2 Bloch); R radius, w wall width; u, v image axes, u along the
tilt axis; beam direction in the sample frame (0, sin alpha, cos alpha).
Lengths are in nm unless a name says otherwise.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad

# ---------------- inputs (round model values) ----------------
Ms = 1.0e6               # A/m
n_layers, layer_t, pitch = 10, 1.0, 5.0
t = n_layers * layer_t
R, w = 50.0, 10.0
beam_volt = 300e3
defocus = 0.2e6          # nm
alpha = np.radians(30.0)
heights = (np.arange(n_layers) - (n_layers - 1) / 2) * pitch

C = sc.e * sc.mu_0 * Ms * t * 1e-9 / sc.hbar * 1e-9      # rad/nm
E = sc.e * beam_volt
rest = sc.m_e * sc.c**2
lam = sc.h * sc.c / np.sqrt(E * (E + 2 * rest)) * 1e9    # nm


def profile(rho, R=R, w=w):
    """sin(Theta) and m_z - 1 of the wall profile."""
    s, S = np.sinh(rho / w), np.sinh(R / w)
    return 2 * S * s / (S * S + s * s), -2 * S * S / (S * S + s * s)


def skyrmion(gamma, R=R, w=w):
    def texture(x, y):
        rho = np.hypot(x, y) + 1e-12
        f, dz = profile(rho, R, w)
        cg, sg = np.cos(gamma), np.sin(gamma)
        return f * (x * cg - y * sg) / rho, f * (y * cg + x * sg) / rho, dz
    return texture


neel, bloch = skyrmion(0.0), skyrmion(np.pi / 2)

# ---------------- direct sum over dipoles ----------------
gx, gw = np.polynomial.legendre.leggauss(600)
s_node, s_wt = 200 * (gx + 1), 200 * gw
beta = np.arange(1440) * 2 * np.pi / 1440
cb, sb = np.cos(beta)[None, :], np.sin(beta)[None, :]


def phase_direct(u, v, tilt, texture, height=0.0, use_mz=True):
    """Sum of ray integrals of dipole potentials, polar grid about the ray."""
    c, s = np.cos(tilt), np.sin(tilt)
    x = u + s_node[:, None] * cb
    y = (v + s_node[:, None] * sb + s * height) / c
    mx, my, dz = texture(x, y)
    mv = c * my - (s * dz if use_mz else 0.0)
    ring = (-mx * sb + mv * cb).mean(axis=1)
    return -C / c * np.dot(s_wt, ring)


# Ray integral of one dipole potential, by quadrature along a tilted ray
n_dir = np.array([0.0, np.sin(alpha), np.cos(alpha)])
dip = np.array([0.3, -0.8, 0.5])
off = np.array([0.7, 0.4, -0.2])


def along_ray(l):
    r = off + l * n_dir
    return n_dir @ np.cross(dip, r) / np.linalg.norm(r)**3


perp = off - (off @ n_dir) * n_dir
ray_num = quad(along_ray, -np.inf, np.inf)[0]
ray_formula = 2 * n_dir @ np.cross(dip, perp) / (perp @ perp)
assert abs(ray_num - ray_formula) < 1e-6 * abs(ray_formula)


# ---------------- normal incidence ----------------
def bloch_closed(rho):
    S = np.sinh(R / w)
    a = np.sqrt(S * S - 1)
    return -C * 2 * S * w / a * np.arctan(a / np.cosh(rho / w))


for r in (0.0, 30.0, 50.0, 80.0):
    assert abs(phase_direct(r, 0, 0, bloch) - bloch_closed(r)) < 1e-5
neel_direct = phase_direct(31.0, 22.0, 0, neel)
assert abs(neel_direct) < 1e-7
g30 = phase_direct(20.0, 10.0, 0, skyrmion(np.pi / 6))
assert abs(g30 - 0.5 * bloch_closed(np.hypot(20, 10))) < 1e-5


# Shape without mirror symmetry about the chosen ray: m = grad F, or z x grad F
def F_pot(x, y):
    return 15 * np.exp(-(x / 40)**2 - (y / 25)**2 - x * y / 60**2)


def grad_texture(x, y):
    F = F_pot(x, y)
    return (-F * (2 * x / 40**2 + y / 60**2),
            -F * (2 * y / 25**2 + x / 60**2), 0 * x)


def rotated_texture(x, y):
    gx_, gy_, zero = grad_texture(x, y)
    return -gy_, gx_, zero


assert abs(phase_direct(17, 9, 0, grad_texture)) < 1e-7
assert abs(phase_direct(17, 9, 0, rotated_texture) - C * F_pot(17, 9)) < 1e-6

# ---------------- stray field of a solid Neel film from charges ----------------
x_obs = R
rho_src = np.hypot(x_obs + s_node[:, None] * cb, s_node[:, None] * sb) + 1e-9
eps = 1e-3
f_src, dz_src = profile(rho_src)
df_src = (profile(rho_src + eps)[0] - profile(rho_src - eps)[0]) / (2 * eps)
vol_ring = 2 * np.pi * ((df_src + f_src / rho_src) * cb).mean(axis=1)
surf_ring = 2 * np.pi * (-dz_src * cb).mean(axis=1)


def stray_radial(z):
    """Radial H/Ms at rho = R, height z; volume plus both surface charges."""
    up, lo = z + t / 2, z - t / 2
    vol = vol_ring * (up / np.hypot(s_node, up) - lo / np.hypot(s_node, lo))
    kern = (s_node**2 / np.hypot(s_node, lo)**3
            - s_node**2 / np.hypot(s_node, up)**3)
    return np.dot(s_wt, vol + surf_ring * kern) / (4 * np.pi)


q, qw = np.polynomial.legendre.leggauss(80)
H_in = sum(b * t / 2 * stray_radial(a * t / 2) for a, b in zip(q, qw))
H_out = 0.0
for a, b in zip((q + 1) / 2, qw / 2):
    z = t / 2 + 60 * a / (1 - a)
    H_out += b * 60 / (1 - a)**2 * (stray_radial(z) + stray_radial(-z))
M_int = t * profile(R)[0]
assert abs(M_int + H_in + H_out) < 2e-3 * M_int
B_above = sc.mu_0 * Ms * stray_radial(t / 2 + 10)
assert abs(B_above) > 1e-3          # the stray field itself is not zero

# ---------------- phase maps by Fourier solution ----------------
N, h = 1024, 2.0
axis = (np.arange(N) - N // 2) * h
U, V = np.meshgrid(axis, axis, indexing="ij")
k1 = 2 * np.pi * np.fft.fftfreq(N, h)
KU, KV = np.meshgrid(k1, k1, indexing="ij")
K2 = KU**2 + KV**2
K2_safe = np.where(K2 == 0, 1.0, K2)
mid = N // 2


def solve_poisson(src_k):
    sol = -src_k / K2_safe
    sol[0, 0] = 0
    out = np.fft.ifft2(sol).real
    return out - out[0, 0]


def phase_map(tilt, texture, z_list=(0.0,), thick=0.0):
    c, s = np.cos(tilt), np.sin(tilt)
    mx, my, dz = texture(U, V / c)
    src = C / c * 1j * (KU * np.fft.fft2(c * my - s * dz) - KV * np.fft.fft2(mx))
    spread = np.mean([np.exp(1j * k1 * s * z) for z in z_list], axis=0)
    spread = spread * np.sinc(k1 * s * thick / 2 / np.pi)
    return solve_poisson(src * spread[None, :])


def at(img, u, v):
    return img[mid + int(round(u / h)), mid + int(round(v / h))]


thin30 = phase_map(alpha, neel)
stack30 = phase_map(alpha, neel, heights, layer_t)
peak_thin, peak_stack = thin30.max(), stack30.max()
# 1 percent: the periodic box slightly alters the slowly decaying dipole tail
for p in ((40, 0), (40, 30), (-20, 36)):
    assert abs(at(thin30, *p) - phase_direct(*p, alpha, neel)) < 0.01 * peak_thin
stack_direct = np.mean([phase_direct(40, 30, alpha, neel, z) for z in heights])
assert abs(at(stack30, 40, 30) - stack_direct) < 0.01 * peak_stack

# In-plane part of the tilted Neel phase: source -C tan^2(alpha) d(m_x)/dy
ca, ta = np.cos(alpha), np.tan(alpha)
mx_img = neel(U, V / ca)[0]
inplane = solve_poisson(-C * ta**2 * ca * 1j * KV * np.fft.fft2(mx_img))
peak_inplane = np.abs(inplane).max()
for p in ((36, 30), (20, 20)):
    ref = phase_direct(*p, alpha, neel, use_mz=False)
    assert abs(at(inplane, *p) - ref) < 0.01 * peak_inplane
assert peak_inplane < 0.5 * peak_thin

# Small-tilt profile
small = np.radians(2.0)
for r in (20.0, 50.0, 90.0):
    area = quad(lambda p: -profile(p)[1] * p, 0, r)[0]
    first_order = C * np.sin(small) * area / r
    assert abs(phase_direct(r, 0, small, neel) / first_order - 1) < 1e-3

# Flat core, large tilt, narrow wall: linear phase 2 C tan(alpha/2) u
narrow = skyrmion(0.0, 50.0, 2.0)
core_line = 2 * C * np.tan(alpha / 2) * 20
assert abs(phase_direct(20, 0, alpha, narrow) / core_line - 1) < 1e-3
# Reversed tilt reverses the phase on v=0; inward Neel looks the same there
p40 = phase_direct(40, 0, alpha, neel)
assert abs(phase_direct(40, 0, -alpha, neel) + p40) < 1e-6
assert abs(phase_direct(40, 0, alpha, skyrmion(np.pi)) - p40) < 1e-6


# ---------------- Fresnel images ----------------
def image(phase, dz):
    wave = np.fft.fft2(np.exp(1j * phase))
    return np.abs(np.fft.ifft2(wave * np.exp(-1j * lam * dz * K2 / (4 * np.pi))))**2


crop = slice(mid - 100, mid + 101)


def contrast(phase):
    I = image(phase, defocus)[crop, crop]
    return (I.max() - I.min()) / (I.max() + I.min())


bloch0 = phase_map(0.0, bloch, heights, layer_t)
neel0 = phase_map(0.0, neel, heights, layer_t)
assert np.abs(neel0).max() < 1e-6
assert abs(at(bloch0, 0, 0) - bloch_closed(0)) < 1e-3

# Small-defocus law on the line v=0, derivatives taken from the wall profile
dz_small = 1e4
xs = axis[crop]
rs = np.abs(xs) + 1e-9
lap_b = C * ((profile(rs + eps)[0] - profile(rs - eps)[0]) / (2 * eps)
             + profile(rs)[0] / rs)
lap_n = -C * ta * (profile(xs + eps)[1] - profile(xs - eps)[1]) / (2 * eps)
for ph, lap in ((bloch0, lap_b), (thin30, lap_n)):
    got = image(ph, dz_small)[crop, mid] - 1
    want = -lam * dz_small / (2 * np.pi) * lap
    # 3 percent: next order in defocus
    assert np.abs(got - want).max() < 0.03 * np.abs(want).max()

con_b0, con_n0 = contrast(bloch0), contrast(neel0)
assert con_n0 < 1e-5 < con_b0
table = []
for deg in (1, 10, 20, 30):
    ph = phase_map(np.radians(deg), neel, heights, layer_t)
    table.append((deg, np.ptp(ph), contrast(ph)))
assert all(a[1] < b[1] for a, b in zip(table, table[1:]))
I30 = image(stack30, defocus)[crop, crop]
i_max = np.unravel_index(I30.argmax(), I30.shape)
i_min = np.unravel_index(I30.argmin(), I30.shape)
bright = (xs[i_max[0]], xs[i_max[1]])
dark = (xs[i_min[0]], xs[i_min[1]])
assert bright[0] * dark[0] < 0
assert abs(bright[1]) < abs(bright[0]) and abs(dark[1]) < abs(dark[0])

# ---------------- sizes of neglected effects ----------------
V_inner, rough = 25.0, 0.2          # V and nm, rough typical values
C_E = 2 * np.pi * sc.e * (E + rest) / (lam * E * (E + 2 * rest))  # rad/(V nm)
phase_rough = C_E * V_inner * rough
helicity_err = np.radians(5.0)
phase_hel = abs(bloch_closed(0)) * np.sin(helicity_err)
divergence = 10e-6
B_app, B_K = 0.05, 0.5
cant_bg = B_app * np.sin(alpha) / (B_K + B_app * np.cos(alpha))
cant_core = B_app * np.sin(alpha) / (B_K - B_app * np.cos(alpha))
cant_ratio = np.cos(alpha) * (cant_core - cant_bg) / (2 * np.sin(alpha))
stack_h = heights[-1] - heights[0] + layer_t
inside = lam * stack_h / (4 * np.pi * w**2)

T_nm = sc.mu_0 * Ms
print(f"Saturation magnetization Ms: {Ms/1e3:.0f} kA/m")
print(f"Magnetic layers: {n_layers} of {layer_t:.0f} nm, pitch {pitch:.0f} nm")
print(f"Magnetized thickness t: {t:.0f} nm; stack height: {stack_h:.0f} nm")
print(f"Radius R: {R:.0f} nm; wall width w: {w:.0f} nm")
print(f"Beam voltage: {beam_volt/1e3:.0f} kV; wavelength: {lam*1e3:.3f} pm")
print(f"Defocus: {defocus/1e6:.1f} mm")
print(f"mu0*Ms: {T_nm:.4f} T")
print(f"Phase gradient C: {C:.5f} rad/nm")
print(f"Deflection lambda*C/(2 pi): {lam*C/(2*np.pi)*1e6:.2f} microrad")
print("-- normal incidence --")
for r in (0, 30, 50, 80):
    print(f"Bloch phase at rho={r} nm: {bloch_closed(r):.4f} rad")
print(f"Estimate -pi*w*C: {-np.pi*w*C:.4f} rad")
print(f"Largest Neel phase on the map: {np.abs(neel0).max():.1e} rad")
print("-- Neel, solid film, projected radial field at rho=R --")
print(f"mu0*M part: {T_nm*M_int:.3f} T nm")
print(f"mu0*H inside film: {T_nm*H_in:.3f} T nm")
print(f"mu0*H outside film: {T_nm*H_out:.3f} T nm")
print(f"Sum: {T_nm*(M_int+H_in+H_out):.4f} T nm")
print(f"Radial stray field 10 nm above film: {B_above*1e3:.1f} mT")
print("-- Neel tilted by 30 degrees --")
print(f"Core slope 2C tan(alpha/2): {2*C*np.tan(alpha/2):.5f} rad/nm")
print(f"Sharp-wall peak 2CR tan(alpha/2): {2*C*R*np.tan(alpha/2):.4f} rad")
print(f"Peak phase, thin film: {peak_thin:.4f} rad")
print(f"Peak phase, layer stack: {peak_stack:.4f} rad")
print(f"Peak of in-plane part, thin film: {peak_inplane:.4f} rad")
print(f"Brightest point (u,v): ({bright[0]:.0f}, {bright[1]:.0f}) nm")
print(f"Darkest point (u,v): ({dark[0]:.0f}, {dark[1]:.0f}) nm")
print("-- Fresnel contrast (Imax-Imin)/(Imax+Imin), layer stack --")
print(f"Bloch, 0 deg: {100*con_b0:.2f} percent")
print(f"Neel, 0 deg: {100*con_n0:.1e} percent")
for deg, pp, con in table:
    print(f"Neel, {deg} deg: phase range {pp:.4f} rad, contrast {100*con:.2f} percent")
print("-- neglected effects --")
print(f"Layer spread along v at 30 deg: {stack_h*np.sin(alpha):.1f} nm")
print(f"Inner potential {V_inner:.0f} V, roughness {rough} nm: {phase_rough:.4f} rad")
print(f"Helicity error {np.degrees(helicity_err):.0f} deg: {phase_hel:.4f} rad")
print(f"Blur, divergence {divergence*1e6:.0f} microrad: {divergence*defocus:.1f} nm")
print(f"Applied field {B_app*1e3:.0f} mT, anisotropy field {B_K*1e3:.0f} mT")
print(f"Canting, background: {np.degrees(cant_bg):.2f} deg")
print(f"Canting, core: {np.degrees(cant_core):.2f} deg")
print(f"Canting step / m_z step in the projection: {cant_ratio:.4f}")
print(f"Propagation inside stack, lambda*L/(4 pi w^2): {inside:.1e}")
print("all assertions hold")
```

Printed output:

```
Saturation magnetization Ms: 1000 kA/m
Magnetic layers: 10 of 1 nm, pitch 5 nm
Magnetized thickness t: 10 nm; stack height: 46 nm
Radius R: 50 nm; wall width w: 10 nm
Beam voltage: 300 kV; wavelength: 1.969 pm
Defocus: 0.2 mm
mu0*Ms: 1.2566 T
Phase gradient C: 0.01909 rad/nm
Deflection lambda*C/(2 pi): 5.98 microrad
-- normal incidence --
Bloch phase at rho=0 nm: -0.5947 rad
Bloch phase at rho=30 nm: -0.5483 rad
Bloch phase at rho=50 nm: -0.2999 rad
Bloch phase at rho=80 nm: -0.0190 rad
Estimate -pi*w*C: -0.5998 rad
Largest Neel phase on the map: 7.1e-14 rad
-- Neel, solid film, projected radial field at rho=R --
mu0*M part: 12.566 T nm
mu0*H inside film: -3.517 T nm
mu0*H outside film: -9.050 T nm
Sum: 0.0000 T nm
Radial stray field 10 nm above film: -326.7 mT
-- Neel tilted by 30 degrees --
Core slope 2C tan(alpha/2): 0.01023 rad/nm
Sharp-wall peak 2CR tan(alpha/2): 0.5116 rad
Peak phase, thin film: 0.4494 rad
Peak phase, layer stack: 0.4440 rad
Peak of in-plane part, thin film: 0.0396 rad
Brightest point (u,v): (50, -4) nm
Darkest point (u,v): (-50, -4) nm
-- Fresnel contrast (Imax-Imin)/(Imax+Imin), layer stack --
Bloch, 0 deg: 5.98 percent
Neel, 0 deg: 6.6e-12 percent
Neel, 1 deg: phase range 0.0292 rad, contrast 0.18 percent
Neel, 10 deg: phase range 0.2928 rad, contrast 1.85 percent
Neel, 20 deg: phase range 0.5878 rad, contrast 3.81 percent
Neel, 30 deg: phase range 0.8880 rad, contrast 5.99 percent
-- neglected effects --
Layer spread along v at 30 deg: 23.0 nm
Inner potential 25 V, roughness 0.2 nm: 0.0326 rad
Helicity error 5 deg: 0.0518 rad
Blur, divergence 10 microrad: 2.0 nm
Applied field 50 mT, anisotropy field 500 mT
Canting, background: 2.64 deg
Canting, core: 3.14 deg
Canting step / m_z step in the projection: 0.0076
Propagation inside stack, lambda*L/(4 pi w^2): 7.2e-05
all assertions hold
```
